# Random pair filling of a step edge leaves exp(-2) empty: test program

```python
"""
Random sequential filling of adjacent site pairs on a long step edge.

Result under test: if every adjacent pair is attempted at rate k and a
molecule sticks for ever when both sites are empty, the probability that
n consecutive sites are empty is
    E_n(t) = exp(-(n-1) k t) * exp(-2 (1 - exp(-k t))),
so that a fraction exp(-2) of the sites stays empty.
An open edge of L sites keeps on average
    U_L = sum_{m=0}^{L-1} (L-m) (-2)^m / m!   ->   (L+2) exp(-2)
empty sites.  If only a random fraction p of sites is reactive at the start,
the empty reactive fraction of all sites ends at p exp(-2p).

dose = k t; neighbour factor a = multiplier of the rate of a pair for each
filled site (or edge end) that touches it; a = 1 is the ideal model.
"""
from functools import lru_cache
from math import exp, factorial, log, pi, sqrt

import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm


def empty_run_probability(n, dose):
    return exp(-(n - 1) * dose - 2 * (1 - exp(-dose)))


def mean_empty_closed_form(length):
    return sum((length - m) * (-2) ** m / factorial(m) for m in range(length))


def mean_empty_by_gaps(max_length, a):
    """Mean final number of empty sites in gaps of 0..max_length sites."""
    mean = np.zeros(max_length + 1)
    mean[1] = 1.0
    for n in range(2, max_length + 1):
        weight = np.ones(n - 1)
        weight[0] *= a
        weight[-1] *= a
        total = weight.sum()
        if total == 0:
            mean[n] = n
        else:
            parts = mean[:n - 1] + mean[:n - 1][::-1]
            mean[n] = weight @ parts / total
    return mean


@lru_cache(maxsize=None)
def mean_empty_by_histories(state, length, a):
    """Average over all filling histories; a set bit is a filled site."""
    total = 0.0
    result = 0.0
    for i in range(length - 1):
        if state & (3 << i):
            continue
        left = i == 0 or bool(state >> (i - 1) & 1)
        right = i == length - 2 or bool(state >> (i + 2) & 1)
        rate = a ** (int(left) + int(right))
        if rate > 0:
            total += rate
            result += rate * mean_empty_by_histories(
                state | (3 << i), length, a)
    if total == 0:
        return float(length - bin(state).count("1"))
    return result / total


def ring_master_equation(size):
    """All reachable states of a ring and the generator for k = 1."""
    states = [0]
    index = {0: 0}
    moves = []
    for state in states:              # the list grows during the loop
        for i in range(size):
            pair = (1 << i) | (1 << ((i + 1) % size))
            if not state & pair:
                new = state | pair
                if new not in index:
                    index[new] = len(states)
                    states.append(new)
                moves.append((index[state], index[new]))
    generator = np.zeros((len(states), len(states)))
    for old, new in moves:
        generator[new, old] += 1
        generator[old, old] -= 1
    return states, generator


def empty_window_fraction(state, size, n):
    count = 0
    for i in range(size):
        count += all(not state >> ((i + j) % size) & 1 for j in range(n))
    return count / size


def simulate_edge(length, rng):
    """Only the first attempt on each pair matters, in random order."""
    filled = bytearray(length)
    for i in rng.permutation(length - 1).tolist():
        if not filled[i] and not filled[i + 1]:
            filled[i] = filled[i + 1] = 1
    return length - sum(filled)


# ---------- inputs of the example (rough or assumed values) ----------
temperature = 473.0          # K
pressure_torr = 0.1          # Torr
mass_u = 72.1                # u, trimethylaluminium monomer
spacing = 0.32               # nm, sites along a zigzag MoS2 edge
capture_width = 0.30         # nm
reaction_probability = 1e-3  # per hit on an empty pair
pulse = 0.2                  # s
edge_length = 1000.0         # nm
kink_segment = 30            # sites between kinks
blocked = 0.05               # fraction of sites blocked beforehand
pair_energy = 0.05           # eV, size of neighbour interaction
barrier = 1.5                # eV, hopping or desorption
attempt_frequency = 1e13     # 1/s
cycle = 10.0                 # s

# ---------- rates and doses ----------
mass = mass_u * const.atomic_mass
thermal = const.k * temperature
pressure = pressure_torr * const.torr
flux = pressure / sqrt(2 * pi * mass * thermal)          # 1/(m2 s)
speed = sqrt(thermal / mass)
mean_inward = speed * quad(
    lambda v: v * exp(-v * v / 2) / sqrt(2 * pi), 0, np.inf)[0]
assert abs(pressure / thermal * mean_inward / flux - 1) < 1e-7
flux_nm = flux * 1e-18
rate = flux_nm * spacing * capture_width * reaction_probability
dose = rate * pulse
dose_one_percent = log(2 / log(1.01))
jammed = exp(-2)

# ---------- time law against the full master equation ----------
ring_size = 14
ring_states, ring_generator = ring_master_equation(ring_size)
windows = {n: np.array([empty_window_fraction(s, ring_size, n)
                        for s in ring_states]) for n in range(1, 5)}
ring_error = 0.0
for test_dose in (0.2, 1.0, dose, dose_one_percent, 30.0):
    occupation = expm(ring_generator * test_dose)[:, 0]
    for n in windows:
        difference = abs(windows[n] @ occupation
                         - empty_run_probability(n, test_dose))
        ring_error = max(ring_error, difference)
    if test_dose == dose_one_percent:
        excess = windows[1] @ occupation / jammed - 1
        assert abs(excess - 0.01) < 1e-4
    if test_dose == 30.0:
        ring_jammed = windows[1] @ occupation
        assert windows[2] @ occupation < 1e-9
# the ring is finite, which shifts the values by less than about 1e-6
assert ring_error < 1e-5

# ---------- finite edges and neighbour factors ----------
repulsion = exp(-pair_energy * const.e / thermal)
attraction = 1 / repulsion
for a in (1.0, repulsion, attraction, 0.0):
    gaps = mean_empty_by_gaps(12, a)
    for length in range(2, 13):
        histories = mean_empty_by_histories(0, length, a)
        assert abs(histories - gaps[length]) < 1e-10
for length in range(1, 13):
    histories = mean_empty_by_histories(0, length, 1.0)
    assert abs(histories - mean_empty_closed_form(length)) < 1e-10

ideal_gaps = mean_empty_by_gaps(800, 1.0)
assert abs(ideal_gaps[kink_segment] - (kink_segment + 2) * jammed) < 1e-9


def long_edge_fraction(a):
    gaps = mean_empty_by_gaps(200, a)
    slope = gaps[200] - gaps[199]
    assert abs(slope - (gaps[100] - gaps[99])) < 1e-8
    return slope


assert abs(long_edge_fraction(1.0) - jammed) < 1e-9
fraction_repulsion = long_edge_fraction(repulsion)
fraction_attraction = long_edge_fraction(attraction)
fraction_steric = long_edge_fraction(0.0)

# ---------- random blocking: average over the gaps it leaves ----------
reactive = 1 - blocked
lengths = np.arange(801)
gap_average = np.sum(blocked ** 2 * reactive ** lengths * ideal_gaps)
assert abs(gap_average - reactive * exp(-2 * reactive)) < 1e-9
fraction_blocked = gap_average / reactive

# ---------- simulation of the edge of the example ----------
sites = round(edge_length / spacing)
rng = np.random.default_rng(12345)
runs = 200
counts = np.array([simulate_edge(sites, rng) for _ in range(runs)])
mean_count = counts.mean()
scatter = counts.std(ddof=1)
expected_count = (sites + 2) * jammed
# five standard errors of the simulated mean
assert abs(mean_count - expected_count) < 5 * scatter / sqrt(runs)

# ---------- thermal motion ----------
thermal_ev = thermal / const.e
events = attempt_frequency * cycle * exp(-barrier / thermal_ev)
threshold = thermal_ev * log(attempt_frequency * cycle)

# ---------- output ----------
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {thermal_ev:.4f} eV")
print(f"pressure: {pressure_torr:.2f} Torr")
print(f"precursor mass: {mass_u:.1f} u")
print(f"site spacing: {spacing:.2f} nm")
print(f"capture width: {capture_width:.2f} nm")
print(f"reaction probability per hit: {reaction_probability:.1e}")
print(f"gas flux: {flux_nm:.3e} per nm2 per s")
print(f"rate per pair k: {rate:.2f} per s")
print(f"pulse length: {pulse:.2f} s")
print(f"dose kt of pulse: {dose:.3f}")
print(f"empty fraction after pulse: {empty_run_probability(1, dose):.4f}")
print(f"open-pair prob. after pulse: {empty_run_probability(2, dose):.5f}")
print(f"jammed empty fraction exp(-2): {jammed:.6f}")
print(f"jammed filled fraction: {1 - jammed:.6f}")
print(f"ring of {ring_size} sites, empty at kt=30: {ring_jammed:.6f}")
print(f"largest ring-formula difference: {ring_error:.1e}")
print(f"dose to 1% above jamming: {dose_one_percent:.3f}")
print(f"time to 1% above jamming: {dose_one_percent / rate:.3f} s")
print(f"edge length: {edge_length:.0f} nm")
print(f"sites on edge: {sites}")
print(f"expected empty sites: {expected_count:.1f}")
print(f"simulated edges: {runs}")
print(f"simulated mean empty sites: {mean_count:.1f}")
print(f"simulated scatter per edge: {scatter:.0f} sites")
print(f"mean vacancy distance: {1 / jammed:.3f} sites")
print(f"mean vacancy distance: {spacing / jammed:.2f} nm")
print(f"molecules per filled run: {(1 / jammed - 1) / 2:.3f}")
for length in (2, 3, 4, 5, 6, 10):
    print(f"mean empty sites, L={length}: {ideal_gaps[length]:.5f}"
          f"; (L+2)exp(-2): {(length + 2) * jammed:.5f}")
print(f"kink segment: {kink_segment} sites")
print(f"empty fraction with kinks: "
      f"{ideal_gaps[kink_segment] / kink_segment:.4f}")
print(f"fraction blocked beforehand: {blocked:.2f}")
print(f"empty per reactive site, blocked: {fraction_blocked:.4f}")
print(f"neighbour energy: {pair_energy:.2f} eV")
print(f"factor a, repulsion: {repulsion:.3f}")
print(f"empty fraction, repulsion: {fraction_repulsion:.4f}")
print(f"factor a, attraction: {attraction:.3f}")
print(f"empty fraction, attraction: {fraction_attraction:.4f}")
print(f"empty fraction, steric a=0: {fraction_steric:.4f}")
print(f"attempt frequency: {attempt_frequency:.0e} per s")
print(f"cycle time: {cycle:.0f} s")
print(f"hop or desorption barrier: {barrier:.2f} eV")
print(f"events per molecule per cycle: {events:.2e}")
print(f"barrier for one event per cycle: {threshold:.2f} eV")
print("all good")
```

Output:

```
temperature: 473 K
thermal energy kT: 0.0408 eV
pressure: 0.10 Torr
precursor mass: 72.1 u
site spacing: 0.32 nm
capture width: 0.30 nm
reaction probability per hit: 1.0e-03
gas flux: 1.902e+05 per nm2 per s
rate per pair k: 18.26 per s
pulse length: 0.20 s
dose kt of pulse: 3.652
empty fraction after pulse: 0.1425
open-pair prob. after pulse: 0.00370
jammed empty fraction exp(-2): 0.135335
jammed filled fraction: 0.864665
ring of 14 sites, empty at kt=30: 0.135335
largest ring-formula difference: 7.2e-08
dose to 1% above jamming: 5.303
time to 1% above jamming: 0.290 s
edge length: 1000 nm
sites on edge: 3125
expected empty sites: 423.2
simulated edges: 200
simulated mean empty sites: 422.1
simulated scatter per edge: 15 sites
mean vacancy distance: 7.389 sites
mean vacancy distance: 2.36 nm
molecules per filled run: 3.195
mean empty sites, L=2: 0.00000; (L+2)exp(-2): 0.54134
mean empty sites, L=3: 1.00000; (L+2)exp(-2): 0.67668
mean empty sites, L=4: 0.66667; (L+2)exp(-2): 0.81201
mean empty sites, L=5: 1.00000; (L+2)exp(-2): 0.94735
mean empty sites, L=6: 1.06667; (L+2)exp(-2): 1.08268
mean empty sites, L=10: 1.62399; (L+2)exp(-2): 1.62402
kink segment: 30 sites
empty fraction with kinks: 0.1444
fraction blocked beforehand: 0.05
empty per reactive site, blocked: 0.1496
neighbour energy: 0.05 eV
factor a, repulsion: 0.293
empty fraction, repulsion: 0.1672
factor a, attraction: 3.410
empty fraction, attraction: 0.0989
empty fraction, steric a=0: 0.4509
attempt frequency: 1e+13 per s
cycle time: 10 s
hop or desorption barrier: 1.50 eV
events per molecule per cycle: 1.04e-02
barrier for one event per cycle: 1.31 eV
all good
```
